\section*{The paramagnetic local-moment CPA as an equiatomic up-down alloy}

\section{Two densities that should be explained}

A chain has two point scatterers per cell, and both feel a local moment. At energy $0.50+0.05i$ Ry the coherent-potential approximation (CPA) was solved for moments pointing in 128 directions that represent the full sphere. The iteration started from a ferromagnetic medium magnetized along a tilted axis. In the converged result the spectral density is $0.51434\ (\mathrm{Ry\,bohr})^{-1}$ for either spin. A separate calculation for an alloy of half ``up'' and half ``down'' cells gives majority and minority densities whose mean is
\[
\tfrac12(0.64667+0.38201)=0.51434\ (\mathrm{Ry\,bohr})^{-1}.
\]
The two effective media differ by $3\times10^{-14}$ of their norm. A continuum of directions has been replaced by two, and the initial magnetization has left no trace. Two derivations explain this. The first constructs the spin-independent medium; the second shows that no other admissible medium exists.

\section{The equation to be solved}

Each cell carries a moment of fixed size and direction $\mathbf e$, with one spin axis throughout the cell. Directions in different cells are independent and isotropically distributed. In the frame of its moment the potential does not depend on $\mathbf e$, and there is no spin-orbit coupling. Let $v_\pm$ be the Hermitian, invertible strength matrices for spin parallel and antiparallel to the moment, and $w_\pm=v_\pm^{-1}$. They act on the scatterers of one cell. I assume that $w_+-w_-$ is nonsingular. The potential of a cell is
\begin{equation}
v(\mathbf e)=\tfrac12\,1\otimes(v_++v_-)+\tfrac12\,\boldsymbol\sigma\cdot\mathbf e\otimes(v_+-v_-),
\label{v}
\end{equation}
where the first factor acts on spin, and $w(\mathbf e)=v(\mathbf e)^{-1}$.

Rydberg units are used, with $H_0=-\nabla^2$, $G_0=(E-H_0)^{-1}$ and $\mathrm{Im}\,E>0$. For a matrix, $\mathrm{Im}\,M=(M-M^\dagger)/2i$, and inequalities between Hermitian matrices refer to their quadratic forms. The lattice is a ring of arbitrarily many cells. Let $\Gamma$ be $G_0$ between scatterers, with Bloch transform $\Gamma(\mathbf k)$; it is the unit matrix in spin.

The scattering operator obeys $T=V+VG_0T$, so $T=(V^{-1}-\Gamma)^{-1}$. If every cell has the effective inverse strength $W$, the block of $T$ on one cell is
\begin{equation}
\tau_c=\langle\tau_{\mathbf k}\rangle_{\mathbf k},\qquad \tau_{\mathbf k}=[W-\Gamma(\mathbf k)]^{-1}.
\label{tauc}
\end{equation}
Separate this cell, 0, from the rest, $r$. Block inversion gives $\tau_c^{-1}=W-\Omega$, with
\begin{equation}
\Omega=\Gamma_{00}+\Gamma_{0r}(W-\Gamma_{rr})^{-1}\Gamma_{r0}.
\label{omega}
\end{equation}
The matrix $\Omega$ describes propagation from the cell through its surroundings and back. It does not contain the inverse strength of cell 0 itself. Replacing that cell by a real one therefore changes only $W$ into $w(\mathbf e)$:
\begin{equation}
\tau(\mathbf e)=[w(\mathbf e)-\Omega]^{-1}.
\label{taue}
\end{equation}
The CPA requires that the replacement produce no change on average:
\begin{equation}
\langle\tau(\mathbf e)\rangle=\tau_c=(W-\Omega)^{-1}.
\label{cpa}
\end{equation}
This is the usual $t$-matrix condition. With $g$ the free propagator inside one cell, $t^{-1}=w-g$ and $t_c^{-1}=W-g$, so $g$ cancels from the difference that enters the embedding.

\section{First derivation: spin projectors}

Define $P_\pm=\tfrac12(1\pm\boldsymbol\sigma\cdot\mathbf e)$. Since $(\boldsymbol\sigma\cdot\mathbf e)^2=1$, these satisfy $P_\pm^2=P_\pm$, $P_+P_-=0$ and $P_++P_-=1$. Collecting the terms of (\ref{v}) gives $v(\mathbf e)=P_+\otimes v_++P_-\otimes v_-$. Multiplication by $P_+\otimes w_++P_-\otimes w_-$ yields $P_+\otimes1+P_-\otimes1=1$, so this second matrix is $w(\mathbf e)$.

Now try a medium without spin dependence, $W=1\otimes W_0$. By (\ref{omega}), $\Omega=1\otimes\Omega_0$, which can be written $(P_++P_-)\otimes\Omega_0$. Hence
\[
w(\mathbf e)-\Omega=P_+\otimes(w_+-\Omega_0)+P_-\otimes(w_--\Omega_0),
\]
and inversion within each projector gives
\begin{equation}
\tau(\mathbf e)=P_+\otimes\tau_++P_-\otimes\tau_-,\qquad \tau_\pm=(w_\pm-\Omega_0)^{-1}.
\label{proj}
\end{equation}
The matrices $w_\pm$ and $\Omega_0$ need not commute, because the projectors act on spin alone. Replacing $\Omega_0$ by $g$ gives the same form for the single-cell $t$-matrix. Inserting the projectors and averaging,
\begin{equation}
\langle\tau(\mathbf e)\rangle=1\otimes\frac{\tau_++\tau_-}{2}+\boldsymbol\sigma\cdot\langle\mathbf e\rangle\otimes\frac{\tau_+-\tau_-}{2}.
\label{average}
\end{equation}
Isotropy gives $\langle\mathbf e\rangle=0$, and (\ref{cpa}) becomes
\begin{equation}
\boxed{\;\tfrac12(\tau_++\tau_-)=(W_0-\Omega_0)^{-1}\;}
\label{binary}
\end{equation}
This is the CPA equation of an alloy with equal concentrations of $w_+$ and $w_-$. An electron of either spin in an up-down alloy meets both kinds of cell with probability one half, so both spins have the same medium.

\subsection{The binary equation has a solution}

The construction needs a solution of (\ref{binary}). The following inequality supplies the required bounds. Let $M_j$ be matrices with $\mathrm{Im}\,M_j\ge A>0$, and let $T_j=M_j^{-1}$ have mean $\bar T$. Then
\[
-\mathrm{Im}\,T_j=T_j^\dagger(\mathrm{Im}\,M_j)T_j\ge T_j^\dagger AT_j .
\]
The mean of $(T_j-\bar T)^\dagger A(T_j-\bar T)$ is nonnegative, so $-\mathrm{Im}\,\bar T\ge\langle T_j^\dagger AT_j\rangle\ge\bar T^\dagger A\bar T$. The first of these bounds is positive definite, so $\bar T$ is invertible. Multiplying by $\bar T^{-\dagger}$ on the left and $\bar T^{-1}$ on the right gives
\begin{equation}
\mathrm{Im}\,\bar T^{-1}\ge A.
\label{lemma}
\end{equation}

From $G_0^{-1}=E-H_0$ follows $-\mathrm{Im}\,G_0=(\mathrm{Im}\,E)\,G_0^\dagger G_0$, which is positive. Its restriction to linearly independent scatterers is positive definite, so $-\mathrm{Im}\,\Gamma(\mathbf k)\ge\gamma$ for some number $\gamma>0$. In the example at 0.50 Ry the smallest eigenvalue is $0.0114\ (\mathrm{Ry\,bohr})^{-1}$.

Start from any $\Omega_0$ with $-\mathrm{Im}\,\Omega_0\ge\gamma$ and set
\[
W_0=\Omega_0+\left[\tfrac12(\tau_++\tau_-)\right]^{-1}.
\]
Because $w_\pm$ are Hermitian, $\mathrm{Im}(w_\pm-\Omega_0)=-\mathrm{Im}\,\Omega_0$, and (\ref{lemma}) gives $\mathrm{Im}\,W_0\ge0$. Insert this $W_0$ in (\ref{omega}) to obtain a new $\Omega_0'$. Since $\mathrm{Im}[W_0-\Gamma(\mathbf k)]\ge\mathrm{Im}\,W_0+\gamma$, (\ref{lemma}) applied to the Bloch average gives $-\mathrm{Im}\,\Omega_0'\ge\gamma$. Moreover $\mathrm{Im}(W_0-\Gamma_{rr})\ge\gamma$, so the norm of the inverse in (\ref{omega}) is at most $1/\gamma$ and
\[
\|\Omega_0'\|\le\|\Gamma\|+\|\Gamma\|^2/\gamma=R .
\]
The matrices with $-\mathrm{Im}\,\Omega_0\ge\gamma$ and $\|\Omega_0\|\le R$ form a nonempty, closed, bounded and convex set. The continuous map $\Omega_0\to\Omega_0'$ takes this set into itself, so Brouwer's theorem gives a fixed point. At the fixed point (\ref{binary}) holds, with $\mathrm{Im}\,W_0\ge0$.

This sign has a physical meaning. For $v_c=W^{-1}$ one finds $-\mathrm{Im}\,v_c=v_c^\dagger(\mathrm{Im}\,W)v_c\ge0$: the medium damps the averaged wave and never amplifies it. I call such media admissible.

\subsection{The medium in terms of the exchange splitting}

Put $w_\pm=\bar w\pm\Delta$ and $F=(\bar w-\Omega_0)^{-1}$. Then $\tau_\pm=(F^{-1}\pm\Delta)^{-1}$, and
\[
\tfrac12(\tau_++\tau_-)=\tfrac12\tau_+\left[(F^{-1}-\Delta)+(F^{-1}+\Delta)\right]\tau_-=\tau_+F^{-1}\tau_- .
\]
Its inverse is $(F^{-1}-\Delta)F(F^{-1}+\Delta)=F^{-1}-\Delta F\Delta$, with no further terms, and (\ref{binary}) gives, for a splitting of any size,
\begin{equation}
W_0=\bar w-\Delta F\Delta .
\label{weak}
\end{equation}
The relation is implicit, because $F$ contains the self-consistent $\Omega_0$. The splitting disappears from the medium in first order but leaves the damping $\mathrm{Im}\,W_0=\Delta(-\mathrm{Im}\,F)\Delta$, which is positive since $-\mathrm{Im}\,F>0$. The matrix $F$ connects the two scatterers of a cell, so $W_0$ is not diagonal even when $w_\pm$ are. The main cause is the shared direction of their moments: their fluctuations are correlated. With independent up-down moments on the two scatterers, the off-diagonal element of $v_c$ in the example falls from $0.10$ to $0.006$ Ry bohr in modulus but does not vanish.

\section{Second derivation: rotation and uniqueness}

The first derivation tried a spin-independent medium and found that it works. The second makes no such trial. Let $W$ be any admissible solution of (\ref{cpa}), with arbitrary spin structure.

\subsection{At most one admissible solution}

Define $K=-\mathrm{Im}\,\Omega$, $J=\mathrm{Im}\,W$ and $\gamma_{\mathbf k}=-\mathrm{Im}\,\Gamma(\mathbf k)$. The argument after (\ref{lemma}) did not use the spin structure, so $K\ge\gamma>0$ here too. Write $\delta\tau_{\mathbf e}=\tau(\mathbf e)-\tau_c$ and $\delta\tau_{\mathbf k}=\tau_{\mathbf k}-\tau_c$; both average to zero. Because $\tau_c^{-1}=W-\Omega$,
\[
-\mathrm{Im}\,\tau_c=\tau_c^\dagger(J+K)\tau_c .
\]
Averaging $-\mathrm{Im}\,\tau(\mathbf e)=\tau(\mathbf e)^\dagger K\tau(\mathbf e)$ and subtracting $\tau_c^\dagger K\tau_c$ gives
\begin{equation}
\langle\delta\tau_{\mathbf e}^\dagger K\,\delta\tau_{\mathbf e}\rangle=\tau_c^\dagger J\tau_c .
\label{ide}
\end{equation}
Likewise $-\mathrm{Im}\,\tau_{\mathbf k}=\tau_{\mathbf k}^\dagger(J+\gamma_{\mathbf k})\tau_{\mathbf k}$ leads to
\begin{equation}
\langle\delta\tau_{\mathbf k}^\dagger J\,\delta\tau_{\mathbf k}\rangle=\tau_c^\dagger K\tau_c-\langle\tau_{\mathbf k}^\dagger\gamma_{\mathbf k}\tau_{\mathbf k}\rangle .
\label{idk}
\end{equation}
Both hold with the daggers moved to the right-hand factors, because $-\mathrm{Im}\,M^{-1}=M^{-1}(\mathrm{Im}\,M)M^{-\dagger}$ as well.

Next, $J$ is positive definite. If $Jx=0$, put $y=\tau_c^{-1}x$. Taking (\ref{ide}) between $y^\dagger$ and $y$ gives $\delta\tau_{\mathbf e}y=0$, hence $\tau(\mathbf e)y=x$ and $w(\mathbf e)x=y+\Omega x$ for every direction. Subtracting the results for $\mathbf e$ and $-\mathbf e$ gives $[\boldsymbol\sigma\cdot\mathbf e\otimes(w_+-w_-)]x=0$, so $x=0$.

Suppose there are two admissible solutions, labelled 1 and 2, and let $\delta W=W_2-W_1$, $\delta\Omega=\Omega_2-\Omega_1$. The identity $M_1^{-1}-M_2^{-1}=M_1^{-1}(M_2-M_1)M_2^{-1}$ expresses $\tau_{c1}-\tau_{c2}$ in three ways:
\begin{align*}
\tau_{c1}-\tau_{c2}&=\tau_{c1}(\delta W-\delta\Omega)\tau_{c2}\\
&=-\langle\tau_1(\mathbf e)\,\delta\Omega\,\tau_2(\mathbf e)\rangle
=\langle\tau_{\mathbf k1}\,\delta W\,\tau_{\mathbf k2}\rangle .
\end{align*}
Split each $\tau$ in the last two averages into mean and fluctuation. The products of means cancel against the first line, leaving
\begin{align}
\tau_{c1}\,\delta W\,\tau_{c2}&=-\langle\delta\tau_{\mathbf e1}\,\delta\Omega\,\delta\tau_{\mathbf e2}\rangle,\label{d1}\\
\tau_{c1}\,\delta\Omega\,\tau_{c2}&=-\langle\delta\tau_{\mathbf k1}\,\delta W\,\delta\tau_{\mathbf k2}\rangle.\label{d2}
\end{align}
Measure the differences by
\[
X=K_1^{-1/2}\delta\Omega K_2^{-1/2},\qquad Y=J_1^{-1/2}\delta WJ_2^{-1/2}.
\]
Then (\ref{d1}) reads $Y=-\langle A_{\mathbf e}XB_{\mathbf e}\rangle$ with
\[
A_{\mathbf e}=J_1^{-1/2}\tau_{c1}^{-1}\delta\tau_{\mathbf e1}K_1^{1/2},\quad
B_{\mathbf e}=K_2^{1/2}\delta\tau_{\mathbf e2}\tau_{c2}^{-1}J_2^{-1/2}.
\]
By (\ref{ide}) and its reversed form, $\langle A_{\mathbf e}A_{\mathbf e}^\dagger\rangle=\langle B_{\mathbf e}^\dagger B_{\mathbf e}\rangle=1$. For unit vectors $a,b$ the Cauchy--Schwarz inequality gives
\[
|a^\dagger Yb|\le\|X\|\,\langle\|A_{\mathbf e}^\dagger a\|^2\rangle^{1/2}\langle\|B_{\mathbf e}b\|^2\rangle^{1/2}=\|X\|,
\]
so $\|Y\|\le\|X\|$. Equation (\ref{d2}) is treated in the same way with $J$ and $K$ exchanged. The last term of (\ref{idk}) is positive definite, so the two averages are now strictly smaller than the unit matrix. Hence $\|X\|\le c\|Y\|$ with $c<1$. Together these give $\|X\|\le c\|X\|$, which forces $X=Y=0$: the solutions coincide. With both labels referring to the computed solution at 0.50 Ry, $c=0.53$.

\subsection{Rotating the solution}

Let $U$ be a spin rotation and $\mathcal R$ the corresponding rotation of vectors. From (\ref{v}), $Uw(\mathbf e)U^\dagger=w(\mathcal R\mathbf e)$. If $W$ solves the CPA, consider $W'=UWU^\dagger$, which is also admissible. Since $\Gamma$ commutes with $U$, (\ref{tauc}) and (\ref{omega}) give $\tau_c'=U\tau_cU^\dagger$ and $\Omega'=U\Omega U^\dagger$. Therefore
\[
\langle[w(\mathbf e)-\Omega']^{-1}\rangle
=U\langle[w(\mathcal R^{-1}\mathbf e)-\Omega]^{-1}\rangle U^\dagger
=U\tau_cU^\dagger=\tau_c',
\]
where the second equality uses the isotropy of the distribution. Thus $W'$ is a solution, and uniqueness gives $UWU^\dagger=W$ for every $U$.

Expand $W=1\otimes W_0+\sum_i\sigma_i\otimes W_i$. Commutation with $\sigma_z$ removes $W_x$ and $W_y$; commutation with $\sigma_x$ removes $W_z$. Hence $W=1\otimes W_0$, and $\Omega=1\otimes\Omega_0$ follows.

Now $\tau(\mathcal R\mathbf e)=U\tau(\mathbf e)U^\dagger$, so the partial trace of $\tau(\mathbf e)$ over spin is the same for all directions. Half the spin trace of (\ref{cpa}) can thus be evaluated for a single direction, $\mathbf e=\hat{\mathbf z}$, where $w(\hat{\mathbf z})$ is block diagonal with blocks $w_+$ and $w_-$:
\[
(W_0-\Omega_0)^{-1}=\tfrac12\mathrm{tr}_s\,\tau(\hat{\mathbf z})
=\tfrac12\left[(w_+-\Omega_0)^{-1}+(w_--\Omega_0)^{-1}\right].
\]
This is (\ref{binary}) again. The factor one half, which was the mean of a projector in the first derivation, is here the normalization of the spin trace.

\section{What each derivation assumes}

The projector argument needs $\langle\mathbf e\rangle=0$ but not isotropy. Three coplanar directions at $120^\circ$ therefore give the same medium, and the test confirms this to $7\times10^{-14}$ of its norm. The argument does not by itself exclude a second, spin-dependent solution.

The symmetry argument excludes one, at the price of a rotational symmetry of the distribution and the uniqueness proof. Isotropy was used above, but invariance under half-turns about $x$ and $z$ would suffice, since only commutation with $\sigma_x$ and $\sigma_z$ was needed. That proof itself did not use isotropy. It needs two directions $\mathbf e\neq\mathbf e'$ in the distribution, for which $w(\mathbf e)-w(\mathbf e')$ is nonsingular. Any distribution with $\langle\mathbf e\rangle=0$ contains such a pair, so the medium found with projectors is the unique admissible one there as well.

The uniqueness proof uses Hermitian $w_\pm$ and $\mathrm{Im}\,E>0$. The projector form (\ref{proj}) did not use the Hermiticity of $w_\pm$; without it (\ref{proj}) still holds wherever the inverses exist, but the uniqueness proof as given here does not apply.

If $\langle\mathbf e\rangle\neq0$, the second term of (\ref{average}) would have to vanish for a spin-independent medium. That requires $\tau_+=\tau_-$, hence $w_+=w_-$, contrary to assumption. With directions weighted by $1+0.6\,e_z$, so that the mean $z$ component is $0.2$, the computed spin-up and spin-down blocks of $W$ differ by 18\% of the norm of the up block.

\subsection{Spin-orbit coupling}

A term $\xi\,\boldsymbol\sigma\cdot\mathbf L$ in $w(\mathbf e)$ breaks both arguments: it does not commute with $P_\pm$, and a rotation of spin alone no longer carries $w(\mathbf e)$ into $w(\mathcal R\mathbf e)$. Consider a $p$ shell in a fixed spherical, spin-independent cavity. Without coupling $\tau=\alpha+\beta\,\boldsymbol\sigma\cdot\mathbf e$, with numbers $\alpha,\beta$. The first-order change is $-\xi\sum_i\tau\sigma_i\tau\,L_i$. Terms odd in $\mathbf e$ average to zero, and $(\boldsymbol\sigma\cdot\mathbf e)\sigma_i(\boldsymbol\sigma\cdot\mathbf e)=2e_i\,\boldsymbol\sigma\cdot\mathbf e-\sigma_i$. Thus
\[
\langle\tau\sigma_i\tau\rangle=
\begin{cases}
(\alpha^2-\beta^2/3)\,\sigma_i & \text{all directions},\\
(\alpha^2+\beta^2)\,\sigma_z,\ (\alpha^2-\beta^2)\,\sigma_{x,y} & \text{up and down}.
\end{cases}
\]
Both averages acquire spin-orbit terms. The mean of the three up-down coefficients is again $\alpha^2-\beta^2/3$, so the $\mathbf L\cdot\boldsymbol\sigma$ parts agree in this order; the up-down average has in addition an anisotropic part proportional to $\beta^2$. For $w=-1.0+0.3\,\boldsymbol\sigma\cdot\mathbf e+0.2\,\boldsymbol\sigma\cdot\mathbf L$ and a cavity $\Omega=-0.2-0.5i$, all in $(\mathrm{Ry\,bohr})^{-1}$, the computed averages differ by 3\% of the norm of the isotropic one. The size depends on the splitting and the cavity as well as on $\xi$.

\subsection{Beyond the single-site average}

The reduction is exact for the CPA equations. It does not extend to the full average over configurations. In a spin-independent background, expand in the fluctuating part of $w(\mathbf e)$, which is proportional to $\boldsymbol\sigma\cdot\mathbf e$. Two adjacent factors from one site give 1 in both ensembles, and an odd number from any site averages to zero. The lowest order at which the ensembles can differ is the fourth, with two sites visited alternately:
\[
(\boldsymbol\sigma\cdot\mathbf e_1)(\boldsymbol\sigma\cdot\mathbf e_2)(\boldsymbol\sigma\cdot\mathbf e_1)(\boldsymbol\sigma\cdot\mathbf e_2).
\]
The first three factors equal $2(\mathbf e_1\cdot\mathbf e_2)\,\boldsymbol\sigma\cdot\mathbf e_1-\boldsymbol\sigma\cdot\mathbf e_2$. After the fourth, half the spin trace is $2(\mathbf e_1\cdot\mathbf e_2)^2-1$. Its average is $\tfrac23-1=-\tfrac13$ for isotropic vectors and $+1$ for up-down moments.

The consequence is visible in a ring of two cells averaged without approximation. There $\mathrm{tr}\,\tau/4$ is $-0.3801-0.1942i$ Ry bohr for vectors and $-0.4431-0.1776i$ Ry bohr for up-down moments. The difference has modulus $\sqrt{0.0630^2+0.0166^2}=0.065$ Ry bohr, about 14\% of the modulus $0.477$ Ry bohr of the up-down value. This size belongs to the very small ring. In a long chain with the same parameters, sampled over random configurations, the two ensembles differ by only about 1\%: the density per spin is $0.515$ for vectors and $0.510$ for up-down moments, each to about $0.001$, against the CPA value $0.514\ (\mathrm{Ry\,bohr})^{-1}$.

\section{The densities again}

The example has cell length 4 bohr and scatterers at 0 and 1.5 bohr. The strengths are $-1.6$ and $-1.0$ Ry bohr for majority spin, $-0.8$ and $-0.4$ Ry bohr for minority spin. At 0.50 Ry the medium has diagonal strengths $-1.20-0.08i$ and $-0.72-0.09i$ Ry bohr. Their real parts lie near the mean strengths
\[
\tfrac12(-1.6-0.8)=-1.2,\qquad \tfrac12(-1.0-0.4)=-0.7\ \text{Ry bohr}.
\]
The negative imaginary parts show the damping, and the off-diagonal element $0.09+0.04i$ Ry bohr is the intracell correlation expected from (\ref{weak}).

To obtain the density, solve $\tau=v+vGv$ for the local Green function and insert $w=\tau^{-1}+\Omega$:
\begin{align}
G(\mathbf e)&=w\tau w-w=(\tau^{-1}+\Omega)\tau(\tau^{-1}+\Omega)-\tau^{-1}-\Omega\nonumber\\
&=\Omega+\Omega\,\tau(\mathbf e)\,\Omega .
\label{green}
\end{align}
This is linear in $\tau(\mathbf e)$, so its average is the Green function of the medium. By (\ref{proj}) it also has the form $P_+\otimes G_++P_-\otimes G_-$, whose average is $1\otimes(G_++G_-)/2$. With density $-\pi^{-1}\mathrm{Im}\,\mathrm{tr}\,G$, summed over the two scatterers, each spin along a fixed axis receives the mean of the majority and minority densities. That is the value $0.51434\ (\mathrm{Ry\,bohr})^{-1}$, or $0.0378\ (\mathrm{eV\,bohr})^{-1}$, found at the start. The exchange splitting has not vanished: in the frame of each moment the densities remain $0.647$ and $0.382\ (\mathrm{Ry\,bohr})^{-1}$. The numerical check repeats the comparison at 0.20 and 0.80 Ry and tests the embedding formula (\ref{taue}) on an explicit ring with one replaced cell.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell length 4.00 bohr, scatterers at 0.00 and 1.50 bohr
majority strengths [-1.6 -1. ] Ry bohr
minority strengths [-0.8 -0.4] Ry bohr
Im E = 0.050 Ry, Bloch vectors 240, directions 128
tilted start direction [0.48 0.6  0.64]
E = 0.20 Ry: iterations binary 17, vector 17
  relative difference of vector and binary media 1.6e-13
  medium strength 11: -1.15864-0.04210j Ry bohr
  medium strength 22: -0.78116-0.05950j Ry bohr
  medium strength 12: 0.11788+0.00835j Ry bohr
  density majority 0.67232, minority 0.28247 1/(Ry bohr)
  vector average, spin up 0.47740, down 0.47740 1/(Ry bohr)
E = 0.50 Ry: iterations binary 16, vector 16
  relative difference of vector and binary media 3.0e-14
  medium strength 11: -1.20150-0.07635j Ry bohr
  medium strength 22: -0.72180-0.08999j Ry bohr
  medium strength 12: 0.09305+0.03996j Ry bohr
  density majority 0.64667, minority 0.38201 1/(Ry bohr)
  vector average, spin up 0.51434, down 0.51434 1/(Ry bohr)
  the same spin-up average 0.037803 1/(eV bohr)
E = 0.80 Ry: iterations binary 15, vector 15
  relative difference of vector and binary media 1.1e-13
  medium strength 11: -1.20362-0.09977j Ry bohr
  medium strength 22: -0.70646-0.07990j Ry bohr
  medium strength 12: 0.07147+0.05960j Ry bohr
  density majority 0.56333, minority 0.35946 1/(Ry bohr)
  vector average, spin up 0.46140, down 0.46140 1/(Ry bohr)
All following numbers are for E = 0.50 Ry
t-matrix 11: majority -0.74547-1.52486j, minority -0.71487-0.37404j Ry bohr
tau 11: majority -1.38714-1.74285j, minority -0.73744-0.26859j Ry bohr
relative commutator of majority w with medium W 3.22e-02
ring of 12 cells, embedding formula relative error 5.0e-15
smallest eigenvalue of -Im gamma(k) 0.01136 1/(Ry bohr)
contraction constant c 0.53102
three coplanar directions: relative difference of media 7.1e-14
mean e_z = 0.200: relative spin splitting of W 0.1780
two-cell ring, exact vector average of tr(tau)/4 -0.380085-0.194194j Ry bohr
two-cell ring, exact up-down average of tr(tau)/4 -0.443134-0.177566j Ry bohr
four-spin product average: vector -0.333333, up-down 1.000000
p shell: w0 -1.00, w1 0.30, omega -0.20-0.50j 1/(Ry bohr)
  spin-orbit term 0.00 1/(Ry bohr): relative difference 1.1e-15,
    L.sigma coefficient of the vector average 0.0e+00 Ry bohr
  spin-orbit term 0.20 1/(Ry bohr): relative difference 3.1e-02,
    L.sigma coefficient of the vector average 2.1e-01 Ry bohr
\end{verbatim}
